\section*{Is planar AlH3 a minimum? PBE0 optimisation and harmonic frequencies}

\section*{Question}

I am modelling aluminium hydride species for a deposition problem and began with an isolated AlH$_3$ molecule, using PBE0 and a triple-zeta basis. I keep the molecule planar with three equal bonds and vary the bond length until the forces vanish. They do vanish, on every atom.

Does this show that the planar shape is a minimum? I worry that the molecule might prefer to be a pyramid and that my symmetric starting point hides it. I know I should look at the frequencies, but I do not see why there are six, which of them matters, or how to tell a real frequency from numerical noise.

\section*{Answer}

Your worry is justified. In the planar geometry the forces that would make a pyramid vanish by symmetry, whether the plane is a valley or a ridge. The second derivatives decide.

\subsection*{What the optimisation can and cannot show}

I use the closed-shell PBE0 energy $E$ in the def2-TZVP basis, with density-fitted Coulomb and exchange integrals and fixed nuclei. Put Al at the origin, the molecule in the $xy$ plane and H$_1$ on the $x$ axis. Let $\mathbf u_k$ be the unit vector along bond $k$, $\mathbf t_k$ the in-plane unit vector perpendicular to it (anticlockwise), and $\hat{\mathbf z}$ the normal.

The gradient at a symmetric geometry is unchanged by every symmetry operation of that geometry. Reflection in the molecular plane removes all $z$ components. The vertical mirror through each bond leaves a hydrogen gradient $\mathbf g_k$ along $\mathbf u_k$, and threefold rotation makes the three equal and the Al gradient zero. One condition remains:
\begin{equation}
\frac{dE}{dr}=\sum_{k=1}^{3}\mathbf g_k\cdot\mathbf u_k=0 .
\end{equation}

The slope is $-1.12569$ eV/\AA\ at $r=1.56$ \AA\ and $+1.31175$ eV/\AA\ at $1.62$ \AA. A straight line between them crosses zero at
\[
1.56+0.06\,\frac{1.12569}{1.12569+1.31175}=1.5877\ \text{\AA}.
\]
A better estimate lets the slope be quadratic in $r$ and requires its integral to equal the computed energy difference. This gives $1.58595$ \AA, where the slope is $-0.00020$ eV/\AA. The optimised bond length is therefore $1.586$ \AA\ at this level of theory; the larger def2-TZVPP basis gives $1.585$ \AA.

\subsection*{All second derivatives}

A uniform translation costs no energy, so $E$ depends on $\boldsymbol\rho_k=\mathbf R_k-\mathbf R_{\rm Al}$. Let $K$ be the $9\times9$ matrix of second derivatives with respect to the $\boldsymbol\rho_k$. Symmetry lets two distorted gradients supply all of it.

Displace H$_1$ by $(h,h,h)$ and, separately, by $(-h,h,h)$, with $h=0.01588$ \AA. A half-turn about $x$ changes the second displacement into $(-h,-h,-h)$ and exchanges H$_2$ with H$_3$, so it also supplies the gradient there. Then
\begin{equation}
\frac{\mathbf g(h,h,h)-\mathbf g(-h,-h,-h)}{2h}
=K_{1x}+K_{1y}+K_{1z}+O(h^2),
\end{equation}
where $K_{1x}$ is the column of $K$ for moving H$_1$ along $x$. The three columns separate by symmetry: the $z$ components belong to $K_{1z}$, while the in-plane parts even and odd under $y\to-y$ belong to $K_{1x}$ and $K_{1y}$. Threefold rotation gives the columns of H$_2$ and H$_3$.

\subsection*{Why six frequencies}

For a small Cartesian displacement $\mathbf d$ of all four atoms, write $\delta\boldsymbol\rho=D\mathbf d$. The full Hessian is $F=D^{\mathsf T}KD$, and
\begin{equation}
E=E_0+\tfrac12\,\mathbf d^{\mathsf T}F\mathbf d+O(d^3),\qquad
M\ddot{\mathbf d}=-F\mathbf d .
\end{equation}
With $\mathbf q=M^{1/2}\mathbf d$, the squared frequencies $\omega^2$ are the eigenvalues of $M^{-1/2}FM^{-1/2}$.

Of the 12 eigenvalues, three vanish for translations. Three more vanish for rotations: the gradient turns with the molecule, so differentiating with respect to the angle about an axis $\mathbf a$ gives $F(\mathbf a\times\mathbf R)=\mathbf a\times\mathbf g=0$ at a stationary point. Six vibrations remain.

Since $\mathbf q^{\mathsf T}M^{-1/2}FM^{-1/2}\mathbf q=\mathbf d^{\mathsf T}F\mathbf d$, six positive values of $\omega^2$ mean that every small distortion other than a rigid motion raises the energy. Changing the masses changes the frequencies but not this conclusion. A negative $\omega^2$, usually reported as an imaginary frequency, would reveal a downhill direction.

\subsection*{Reducing the problem by symmetry}

Let $\mathbf f_k=\partial E/\partial\boldsymbol\rho_k$. Newton's equations are $m_{\rm H}\ddot{\mathbf R}_k=-\mathbf f_k$ and $m_{\rm Al}\ddot{\mathbf R}_{\rm Al}=+\sum_l\mathbf f_l$. Subtracting the accelerations,
\begin{equation}
\delta\ddot{\boldsymbol\rho}_k=-\frac{\mathbf f_k}{m_{\rm H}}
-\frac1{m_{\rm Al}}\sum_l\mathbf f_l .
\end{equation}
Thus $\delta\ddot{\boldsymbol\rho}=-GK\,\delta\boldsymbol\rho$, with inverse mass matrix $G_{kl}=\delta_{kl}/m_{\rm H}+1/m_{\rm Al}$ between equal Cartesian components. For orthonormal patterns $e_i$ whose three atomic vectors add up to $\mathbf s_i$,
\begin{equation}
G_{ij}=\frac{\delta_{ij}}{m_{\rm H}}+\frac{\mathbf s_i\cdot\mathbf s_j}{m_{\rm Al}} .
\label{G}
\end{equation}

The nine relative motions are three radial, three tangential and three vertical. The equal tangential motion is a rotation, and so are the two vertical patterns whose sum is zero. The other six are the vibrations.

\paragraph{Breathing, $A_1'$.} Take $e=(\mathbf u_1,\mathbf u_2,\mathbf u_3)/\sqrt3$. Its vectors add to zero, so Al stays still and
\begin{equation}
\omega^2=\frac{F_A}{m_{\rm H}},\qquad F_A=\frac13\frac{d^2E}{dr^2}.
\end{equation}
The factor $1/3$ arises because a bond change $dr$ has length $\sqrt3\,dr$ along $e$.

\paragraph{Umbrella, $A_2''$.} Take $e=(\hat{\mathbf z},\hat{\mathbf z},\hat{\mathbf z})/\sqrt3$. Now $\mathbf s=\sqrt3\,\hat{\mathbf z}$, hence
\begin{equation}
\omega^2=F_U\left(\frac1{m_{\rm H}}+\frac3{m_{\rm Al}}\right).
\end{equation}
This is the mode that makes a pyramid.

\paragraph{In-plane pairs, $E'$.} One partner of each pair lies in the space of
\[
e_1=\frac{(0,\mathbf u_2,-\mathbf u_3)}{\sqrt2},\qquad
e_2=\frac{(2\mathbf t_1,-\mathbf t_2,-\mathbf t_3)}{\sqrt6}.
\]
From $\mathbf u_2-\mathbf u_3=\sqrt3\,\hat{\mathbf y}$ and $2\mathbf t_1-\mathbf t_2-\mathbf t_3=3\hat{\mathbf y}$, both sums are $\sqrt{3/2}\,\hat{\mathbf y}$. Equation (\ref{G}) gives
\begin{equation}
G=\begin{pmatrix}a+b&b\\ b&a+b\end{pmatrix},\qquad
a=\frac1{m_{\rm H}},\quad b=\frac3{2m_{\rm Al}},
\end{equation}
and $\omega^2$ are the two eigenvalues of $GF$, with $F_{ij}=e_i^{\mathsf T}Ke_j$. Each occurs twice, because the other partner has the same matrix.

\subsection*{The numbers}

The masses are $m_{\rm H}=1.0080$ u and $m_{\rm Al}=26.9815$ u, so $a=0.99206$ and $b=0.05559$ u$^{-1}$. The computed force constants, in eV/\AA$^2$, are
\[
F_A=13.7288,\quad F_U=1.6455,\quad
F_{11}=13.1472,\quad F_{12}=-0.3359,\quad F_{22}=2.1873 .
\]
If $\lambda$ is $\omega^2$ in eV\,\AA$^{-2}$\,u$^{-1}$, unit conversion gives $\hbar\omega=0.064654\sqrt\lambda$ eV.

For breathing, $\lambda=13.7288\times0.99206=13.620$. For the umbrella, $\lambda=1.6455\,(0.99206+0.11119)=1.8154$. For the $E'$ block,
\begin{align}
T&=\operatorname{tr}(GF)=(a+b)(F_{11}+F_{22})+2bF_{12}=16.028,\\
\Delta&=\det(GF)=(a^2+2ab)(F_{11}F_{22}-F_{12}^2)=31.351,\\
\lambda_\pm&=\frac T2\pm\sqrt{\frac{T^2}{4}-\Delta}=13.747,\ 2.280 .
\end{align}
The six quanta are therefore
\begin{center}
\begin{tabular}{lcc}
mode & $\hbar\omega$ (eV) & wavenumber (cm$^{-1}$)\\
$A_2''$ umbrella & 0.0871 & 703\\
$E'$ bend (twice) & 0.0976 & 787\\
$A_1'$ breathing & 0.2386 & 1924\\
$E'$ stretch (twice) & 0.2397 & 1933
\end{tabular}
\end{center}

The last digit of these wavenumbers is not converged. Exact integrals, a finer grid and displacements along the symmetry patterns give 704, 789, 1925 and 1934 cm$^{-1}$ in the same basis, and def2-TZVPP gives 702, 786, 1920 and 1929 cm$^{-1}$. The order of the modes is unchanged, and the zero-point energy quoted below moves by about $0.001$ eV.

All six $\omega^2$ are positive. On this energy surface the planar threefold geometry is a local minimum, and the pyramid you feared is uphill for small tilts. This does not exclude a separate minimum far away. Half the sum of the six quanta is the harmonic zero-point energy, $0.500$ eV.

The recoil of Al matters for the order of the stretches. For $m_{\rm Al}\to\infty$, $b=0$ and the larger eigenvalue of $F$ is $13.157$ eV/\AA$^2$, below $F_A$. The $E'$ stretch would then have a quantum of $0.2336$ eV, below breathing. Recoil raises it to $0.2397$ eV and reverses the order. It also raises the umbrella quantum by 5\%, but it cannot change the sign of any $\omega^2$.

\subsection*{Is it signal or noise?}

Rotations should have zero frequency. The largest spurious rigid-motion quantum is $0.0048$ eV. Since curvature goes as the square of the quantum, this is $(0.0048/0.0871)^2\approx0.3\%$ of the smallest vibrational eigenvalue. The integration grid and the finite displacement can both contribute; I have not separated them. The zero translations and exact $E'$ degeneracy are no evidence, because the construction of $K$ imposes them.

Total energies give a check that does not use $K$. Tilt all bonds by $\theta$ at fixed $r$ and let $s=r\theta$. Because the gradient is zero, the bending of this path does not affect the second derivative, and $E-E_0\approx\tfrac32F_Us^2$. At $6^\circ$, $s=0.1661$ \AA\ and the prediction is $0.0681$ eV; the computed rise is $0.0684$ eV. At $15^\circ$ the values are $0.4255$ and $0.4321$ eV. Fitting both rises to $\tfrac12k_ss^2+cs^4$ gives an umbrella quantum of $0.0873$ eV, against $0.0871$ eV from the gradients. Energies along the bond stretch similarly give $0.2387$ eV for breathing.

For the in-plane block, I moved H$_1$ sideways by $0.0529$ \AA, H$_2$ outwards and H$_3$ inwards by $0.0265$ \AA. The energy rises by $0.01072$ eV; the Hessian predicts $0.01070$ eV.

\subsection*{What this means for deposition chemistry}

Take 500 K as a rough deposition temperature, where $k_BT=0.0431$ eV. The mean umbrella occupation is $1/(e^{\hbar\omega/k_BT}-1)=0.15$. In the harmonic model the mean square of $s$ is
\[
\langle s^2\rangle=\sigma_0^2\coth\frac{\hbar\omega}{2k_BT},\qquad
\sigma_0^2=\frac{\hbar}{2\omega}\,\frac13\left(\frac1{m_{\rm H}}+\frac3{m_{\rm Al}}\right)=0.00882\ \text{\AA}^2,
\]
which gives a root-mean-square tilt of $3.9^\circ$. A planar minimum does not mean a molecule that is flat at each instant.

The fit above has $c\approx0.17$ eV/\AA$^4$. This is a two-point value and is sensitive to $k_s$: fixing $k_s=3F_U$ would give $0.22$ from the $15^\circ$ rise. To first order, the quartic term raises the umbrella quantum by $c(15-3)\sigma_0^4=0.00016$ eV, since $\langle s^4\rangle$ is $3\sigma_0^4$ in the ground state and $15\sigma_0^4$ in the first excited state. This is only the potential-energy part for a tilt at fixed bond length; the change of the effective mass along the curved path adds about $-0.00003$ eV. Coupling to the stretches is omitted, so neither the size nor the sign of the full anharmonic shift is determined here.

The choice of electronic-structure method matters more than this quartic term. Replacing PBE0 by Hartree--Fock in the same basis shortens the bond by about $0.008$ \AA\ (dividing the Hartree--Fock slope by the softer PBE0 curvature gives $0.009$ \AA). With the bond held at its PBE0 length, a $6^\circ$ tilt is still uphill. Taking that single energy rise as $\tfrac12k_ss^2$, with $k_s/3$ in place of $F_U$, gives an umbrella quantum of $0.0932$ eV, about 7\% higher. Hartree--Fock omits correlation, so this indicates sensitivity and is not an error bar. The shifts of up to 5 cm$^{-1}$ quoted under the table compare two triple-zeta bases and do not give the basis-set limit. Anharmonicity of the stretches is not sized here.

The assumption most exposed in a reactor is isolation. AlH$_3$ is electron-deficient: it can accept an electron pair from an amine or a surface site, or share hydrogens with a second AlH$_3$. Aluminium then gains a neighbour, and the planar geometry and its six frequencies no longer describe the species. I have not calculated those shifts; each bound structure needs its own optimisation and Hessian. The numerical output below lists the main computed values; apart from the values quoted for other settings, the Hartree--Fock shift of $0.008$ \AA\ and the effective-mass correction, the other numbers follow from them by the formulas above.

\section*{Values computed for the example and the checks}
\begin{verbatim}
step 1: r = 1.56000 angstrom, dE/dr = -1.12569 eV/angstrom
step 2: r = 1.62000 angstrom, dE/dr = 1.31175 eV/angstrom
step 3: r = 1.58595 angstrom, dE/dr = -0.00020 eV/angstrom
mass H: 1.0080 u
mass Al: 26.9815 u
optimised bond length: 1.5860 angstrom
total energy: -6641.721 eV
largest H gradient component: 0.00015 eV/angstrom
H1 displacement per axis: 0.01588 angstrom
relative asymmetry of K: 0.000019
F breathing: 13.7288 eV/angstrom^2
F umbrella: 1.6455 eV/angstrom^2
F E' stretch-stretch: 13.1472 eV/angstrom^2
F E' stretch-bend: -0.3359 eV/angstrom^2
F E' bend-bend: 2.1873 eV/angstrom^2
mode 1, A2'' umbrella: 0.08711 eV = 702.6 cm^-1
mode 2, E' bend: 0.09764 eV = 787.5 cm^-1
mode 3, E' bend: 0.09764 eV = 787.5 cm^-1
mode 4, A1' breathing: 0.23861 eV = 1924.5 cm^-1
mode 5, E' stretch: 0.23972 eV = 1933.5 cm^-1
mode 6, E' stretch: 0.23972 eV = 1933.5 cm^-1
largest spurious rigid-motion quantum: 0.00478 eV
breathing quantum from energies: 0.23872 eV
umbrella quantum from energies: 0.08725 eV
energy rise at 6 degree tilt: 0.06844 eV
energy rise at 15 degree tilt: 0.43205 eV
mixed E' distortion, energy rise: 0.010718 eV
mixed E' distortion, harmonic: 0.010700 eV
harmonic zero-point energy: 0.5002 eV
rough quartic umbrella shift: 0.00016 eV
chosen temperature: 500 K
thermal energy kT: 0.04309 eV
umbrella mean occupation: 0.153
rms umbrella tilt: 3.88 degree
Hartree-Fock bond shift estimate: -0.0089 angstrom
Hartree-Fock umbrella at PBE0 bond: 0.09324 eV
\end{verbatim}
